\section*{Vapour Pressure of a Classical Einstein Crystal}

\section{Molecules in rigid cages}

Consider a crystal in which each molecule moves freely inside its own small rigid cage of volume $b$. Its potential energy there is $-u_0$, measured from a molecule at rest in the vapour. The molecules have mass $m$ and no internal structure. A closed container of volume $V$ at temperature $T$ holds $N$ of them, $N_g$ as ideal vapour and $N_s=N-N_g$ in the crystal. A molecule that leaves the crystal takes its site with it, so the crystal has no empty cages. The volume of the crystal is neglected for the moment, and the crystal is taken large enough for its surface not to matter.

Each molecule has the same momentum integral in either phase. Divided by $h^3$, it is
\begin{equation}
\frac{1}{h^3}\int e^{-\mathbf p^2/2mkT}\,d^3p
=\frac{(2\pi mkT)^{3/2}}{h^3}\equiv\frac{1}{\Lambda^3}.
\label{eq:lambda}
\end{equation}
A caged molecule therefore contributes $q_s=e^{u_0/kT}\,b/\Lambda^3$ to the partition function, and a vapour molecule contributes $V/\Lambda^3$.

The counting of identical molecules needs care. There are $N!/(N_g!\,N_s!)$ ways to choose which labelled molecules form the vapour, and $N_s!$ ways to place the others on the sites. The classical partition function carries an overall $1/N!$, so the product of these factors is $1/N_g!$. The statistical weight of a division with $N_g$ vapour molecules is
\begin{equation}
W(N_g)=q_s^{\,N-N_g}\,\frac{1}{N_g!}\left(\frac{V}{\Lambda^3}\right)^{N_g}.
\label{eq:weight}
\end{equation}
Moving one more molecule into the vapour changes the weight by the factor
\begin{equation}
\frac{W(N_g+1)}{W(N_g)}=\frac{V}{\Lambda^3 q_s\,(N_g+1)}
=\frac{V}{b\,(N_g+1)}\,e^{-u_0/kT}.
\label{eq:ratio}
\end{equation}
The weight grows while this ratio exceeds one and falls afterwards. For large $N_g$ its maximum lies at the density $N_g/V=e^{-u_0/kT}/b$, provided that $N$ is large enough for some crystal to remain. The ideal gas law then gives
\begin{equation}
p=\frac{kT}{b}\,e^{-u_0/kT}.
\label{eq:rigid}
\end{equation}

This is the pressure of an ideal gas with one molecule per cage volume, reduced by the Boltzmann factor for leaving the cage. A smaller cage gives a higher pressure, because a molecule loses more freedom of position on entering the crystal. The momentum integrals have cancelled, and Planck's constant with them.

\section{The harmonic cage}

In an Einstein crystal each molecule is bound to its site by an isotropic harmonic force, independently of the displacements of the others. With $\mathbf r$ the displacement from the site, the energy of one molecule is
\begin{equation}
\varepsilon=\frac{\mathbf p^2}{2m}-u_0+\frac12\kappa r^2,
\qquad \kappa=m\omega^2,
\label{eq:energy}
\end{equation}
where $\omega$ is the angular cage frequency. Here $u_0>0$ is the static lattice energy per molecule: the energy needed to separate the whole crystal, at rest on its sites, into distant molecules at rest, divided by their number. It is not the energy of taking a single molecule from the interior into the vapour and leaving its site empty. If the lattice is held by pair energies $\phi_{ij}$, the total is $\frac12\sum_{i\ne j}\phi_{ij}$, so that $u_0=-\frac12\sum_{j\ne i}\phi_{ij}$ for equivalent sites. Pulling out one molecule while the others stay in place costs twice this amount.

The quantities $u_0$ and $\omega$ are taken as independent of temperature. If thermal excursions are small compared with the range over which \eqref{eq:energy} holds, the position integrals may be extended to infinity. Each Cartesian direction gives $(2\pi kT/\kappa)^{1/2}$, and the rigid volume $b$ is replaced by the thermal cage volume
\begin{equation}
v_c=\int e^{-\kappa r^2/2kT}\,d^3r
=\left(\frac{2\pi kT}{m\omega^2}\right)^{3/2}.
\label{eq:vc}
\end{equation}
The partition function of one crystal molecule becomes
\begin{align}
q_s&=e^{u_0/kT}\,\frac{(2\pi mkT)^{3/2}}{h^3}
\left(\frac{2\pi kT}{m\omega^2}\right)^{3/2}\nonumber\\
&=e^{u_0/kT}\left(\frac{2\pi kT}{h\omega}\right)^3
=e^{u_0/kT}\left(\frac{kT}{\hbar\omega}\right)^3 .
\label{eq:qs}
\end{align}
The mass cancels between the two brackets, and $\hbar=h/2\pi$ was used last.

\section{Equality of the chemical potentials}

The crystal's own volume can now be retained. Let it be $v$ per molecule, fixed and incompressible. The crystal has Helmholtz energy $-N_skT\ln q_s$ and Gibbs energy larger by $pN_sv$. Its chemical potential is the Gibbs energy per molecule,
\begin{equation}
\mu_s=-kT\ln q_s+pv.
\label{eq:mus}
\end{equation}
For a vapour occupying a volume $V_g$, Stirling's approximation $\ln N_g!\simeq N_g\ln N_g-N_g$ gives
\begin{equation}
F_g=-kT\left[N_g\ln\frac{V_g}{\Lambda^3}-N_g\ln N_g+N_g\right].
\label{eq:fg}
\end{equation}
Its volume derivative gives $p=-\partial F_g/\partial V_g=N_gkT/V_g$. In the derivative with respect to $N_g$, the terms $+1$ and $-1$ cancel, so that
\begin{equation}
\mu_g=\frac{\partial F_g}{\partial N_g}
=kT\ln\frac{N_g\Lambda^3}{V_g}=kT\ln\frac{p\Lambda^3}{kT}.
\label{eq:mug}
\end{equation}
Equating \eqref{eq:mus} and \eqref{eq:mug}, dividing by $kT$ and exponentiating yields
\begin{equation}
p=p_0\,e^{pv/kT},\qquad p_0=\frac{kT}{\Lambda^3q_s}.
\label{eq:implicit}
\end{equation}
When $pv\ll kT$, the pressure is $p_0$. Since $q_s=e^{u_0/kT}v_c/\Lambda^3$,
\begin{align}
p_0&=\frac{kT}{v_c}\,e^{-u_0/kT}
=kT\left(\frac{m\omega^2}{2\pi kT}\right)^{3/2}e^{-u_0/kT}\nonumber\\
&=\left(\frac{m}{2\pi}\right)^{3/2}
\frac{\omega^3}{(kT)^{1/2}}\,e^{-u_0/kT}.
\label{eq:main}
\end{align}
The first form is \eqref{eq:rigid} with $b$ replaced by $v_c$. One power of $kT$ comes from the ideal gas law and the power $-3/2$ from the cage volume; together they leave $-1/2$. The cube of the frequency arises because the width of the thermal cloud is proportional to $1/\omega$ in each of three directions.

The proportionality to $\omega^3T^{-1/2}e^{-u_0/kT}$ compares states with the same $m$ and $u_0$. Two real crystals with different cage frequencies will in general differ in $u_0$ as well. By \eqref{eq:main}, an increase of $u_0$ by $3kT\ln2$ is enough to cancel the eightfold rise in pressure caused by doubling $\omega$.

\section{Entropy, mass and heat of sublimation}

The effect of the cage frequency is one of entropy. The Helmholtz energy per crystal molecule is $f_s=-u_0-3kT\ln(kT/\hbar\omega)$, and hence
\begin{equation}
s_s=-\frac{\partial f_s}{\partial T}
=3k\left[\ln\frac{kT}{\hbar\omega}+1\right].
\label{eq:entropy}
\end{equation}
The energy $f_s+Ts_s=-u_0+3kT$ does not contain $\omega$. Doubling $\omega$ thus lowers the crystal entropy by $3k\ln2$ per molecule at unchanged energy, and the vapour pressure rises by $e^{3\ln2}=8$.

Mass enters \eqref{eq:main} through the combination $m^{3/2}\omega^3=\kappa^{3/2}$. At fixed frequency the pressure grows as $m^{3/2}$, because the heavier molecule then needs a stiffer cage. At fixed force constant and fixed $u_0$, the classical pressure does not depend on mass.

The inverse square root has a thermal meaning. For each phase, $d(\mu/T)=h_e\,d(1/T)+(v_e/T)\,dp$, where $h_e$ and $v_e$ are its enthalpy and volume per molecule. Along the coexistence curve the two values of $\mu/T$ stay equal. Neglecting the crystal volume beside the vapour volume $kT/p$ gives
\begin{equation}
L\,d\!\left(\frac1T\right)+k\,\frac{dp}{p}=0,
\qquad\text{so}\qquad
L=-\frac{d\ln p}{d(1/kT)},
\label{eq:clausius}
\end{equation}
with $L$ the heat of sublimation per molecule. Writing $\beta=1/kT$, equation \eqref{eq:main} reads $\ln p_0=\text{const}+\frac12\ln\beta-\beta u_0$, and therefore
\begin{equation}
L=u_0-\frac{1}{2\beta}=u_0-\frac12kT.
\label{eq:heat}
\end{equation}
Equipartition gives the same value. The vapour enthalpy is $\frac32kT+kT=\frac52kT$. The crystal has three kinetic and three potential quadratic terms, so its enthalpy is $-u_0+3kT$ when $pv$ is neglected. The difference is \eqref{eq:heat}. The heat of sublimation falls on warming because the crystal takes up $3k$ per molecule and the vapour at constant pressure $\frac52k$. Integrated along the coexistence curve, this deficit of $\frac12k$ produces the factor $T^{-1/2}$.

\section{A numerical example}

The following parameters are round model values for a heavy structureless molecule and stand for no particular substance. In Hartree atomic units, where $\hbar=1$, take $m=7\times10^5$, $\omega=2\times10^{-4}$, $u_0=0.030$ and $kT=0.00125$. The temperature is about $395$~K. The force constant is
\begin{equation}
\kappa=(7\times10^5)(2\times10^{-4})^2
=0.028\ \text{hartree/bohr}^2 .
\label{eq:kappa}
\end{equation}
The root-mean-square displacement along one axis, $(kT/\kappa)^{1/2}$, is $0.211$~bohr. From \eqref{eq:vc},
\begin{equation}
v_c=\left(\frac{2\pi\times0.00125}{0.028}\right)^{3/2}
=0.14856\ \text{bohr}^3 .
\label{eq:vcnum}
\end{equation}
The crystal volume per molecule is taken as $v=2000$~bohr$^3$. The volume that fixes the pressure is the far smaller one explored by the centre of the molecule.

With $u_0/kT=24$, the Boltzmann factor is $3.775\times10^{-11}$, and the first form of \eqref{eq:main} gives
\begin{align}
p_0&=\frac{0.00125}{0.14856}\times3.775\times10^{-11}\nonumber\\
&=(8.414\times10^{-3})(3.775\times10^{-11})
=3.176\times10^{-13}
\label{eq:pnum}
\end{align}
atomic units of pressure, or $9.3$~Pa.

Warming to $kT=0.0015$~hartree, about $474$~K, changes the pressure by
\begin{equation}
e^{24-20}\left(\frac{0.00125}{0.0015}\right)^{1/2}
=54.60\times0.9129=49.84 .
\label{eq:warm}
\end{equation}
The new pressure is $1.583\times10^{-11}$ atomic units, or $466$~Pa. The exponential dominates, and the square root lowers the result by about $9$ per cent relative to the Boltzmann gain alone. Doubling $\omega$ at the original temperature and the same $u_0$ gives eight times \eqref{eq:pnum}, $2.541\times10^{-12}$ atomic units or $75$~Pa.

The heat of sublimation at the lower temperature is $0.030-0.000625=0.029375$~hartree. It is also the difference between the vapour enthalpy, $0.003125$~hartree, and the crystal enthalpy, $-0.026250$~hartree.

These results can be tested without equating chemical potentials. The weights \eqref{eq:weight} are summed over all $N_g$, with the momentum and position integrals evaluated by quadrature, and the pressure follows from
\begin{equation}
p=kT\,\frac{\partial}{\partial V}\ln\sum_{N_g}W(N_g)
=\frac{kT\,\langle N_g\rangle}{V}.
\label{eq:box}
\end{equation}
The sum reproduces \eqref{eq:pnum} to all the digits given there. The pressures it yields at other frequencies and temperatures give the exponents $3$ and $-1/2$, and their slope gives the heat of sublimation \eqref{eq:heat}. Doubling the mass at fixed force constant leaves the summed pressure unchanged. The values are listed in the numerical output.

\section{Where the result fails}

\subsection{Dense vapour}

To first order, \eqref{eq:implicit} gives $p\simeq p_0(1+p_0v/kT)$. The vapour presses on the crystal, raises its chemical potential and so raises the pressure needed for equilibrium. In the example the relative correction is $5\times10^{-7}$. To make the effect visible, $v$ was raised to the unphysical value $2\times10^8$~bohr$^3$, and $V$ in \eqref{eq:weight} was replaced by the volume left free by the crystal. The summed pressure and the smaller root of \eqref{eq:implicit}, the one that tends to $p_0$ as $v\to0$, then both exceed $p_0$ by a factor $1.055$. The equation has two roots when $p_0v/kT<1/e$ and none above that value.

Attraction between vapour molecules is a separate matter. Each has a volume $kT/p=3.9\times10^9$~bohr$^3$ to itself, so the ideal gas law needs a second virial coefficient much smaller in magnitude than this. A second virial coefficient $B$ adds $Bp$ to $\mu_g$, so that $v$ in \eqref{eq:implicit} is replaced by $v-B$. This term can outweigh the one above: for a Lennard-Jones molecule with the same $u_0$ and $v$, $B$ is about $-40v$ at this temperature and the pressure rises by $2\times10^{-5}$ of its value. A molecule that readily forms dimers in the vapour may violate the condition even at low pressure.

\subsection{Quantum motion in the cage}

Let $x=\hbar\omega/kT$. The quantum levels of one cage direction give the geometric sum
\begin{equation}
\sum_{n=0}^{\infty}e^{-(n+1/2)x}
=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)},
\label{eq:levels}
\end{equation}
in place of the classical $1/x$. Since $p_0$ is inversely proportional to $q_s$, the pressure is multiplied by
\begin{equation}
\left[\frac{\sinh(x/2)}{x/2}\right]^3
\simeq\left(1+\frac{x^2}{24}\right)^3
\simeq1+\frac{x^2}{8},
\label{eq:quantum}
\end{equation}
with $u_0$ still measured from the bottom of the well. The example has $x=0.16$, and both the level sum and the estimate give an increase of $0.32$ per cent. At fixed $\kappa$ and $u_0$, $x$ is proportional to $m^{-1/2}$, so the lighter molecule has the slightly higher pressure.

In the opposite limit, $x\gg1$, the bracket in \eqref{eq:quantum} tends to $e^{x/2}/x$. Equations \eqref{eq:qs} and \eqref{eq:implicit} give $p_0=(kT/\Lambda^3)\,x^3e^{-u_0/kT}$, so the factor $x^3$ cancels:
\begin{equation}
p\simeq\frac{kT}{\Lambda^3}
\exp\!\left[-\frac{u_0-\frac32\hbar\omega}{kT}\right].
\label{eq:cold}
\end{equation}
The prefactor now varies as $T^{5/2}$, and the frequency survives in the zero-point energy alone. The law $\omega^3T^{-1/2}$ therefore belongs to the classical regime $\hbar\omega\ll kT$.

\subsection{The edge of the cage}

The harmonic energy in \eqref{eq:energy} grows without limit, whereas a real molecule can escape. A simple check is the share of the integral \eqref{eq:vc} that comes from beyond the radius $R$ at which $\frac12\kappa R^2=u_0$. With $t=r(\kappa/2kT)^{1/2}$ and $s=u_0/kT$, this share is
\begin{align}
\frac{4}{\sqrt\pi}\int_{\sqrt s}^{\infty}t^2e^{-t^2}dt
&=\frac{4}{\sqrt\pi}\left[\frac{\sqrt s}{2}e^{-s}
+\frac12\int_{\sqrt s}^{\infty}e^{-t^2}dt\right]\nonumber\\
&=2\sqrt{\frac s\pi}\,e^{-s}+\operatorname{erfc}\sqrt s ,
\label{eq:tail}
\end{align}
after integration by parts. In the example $R=1.46$~bohr and the share is $2\times10^{-10}$. The energy $u_0$ serves here only as a scale; with pair forces, removing a molecule from fixed neighbours costs $2u_0$. A small share does not by itself justify the harmonic treatment, since the force may depart from Hooke's law well inside $R$. In a Lennard-Jones face-centred cubic crystal at its static spacing and at $u_0/kT=24$, the position integral among fixed neighbours is smaller than its harmonic value, and the pressure is higher by about $8$ per cent.

In a real crystal the displacements of neighbouring molecules are also coupled. If the forces are still harmonic, the classical position integral is a product over the normal modes of the whole crystal, and $\omega$ in \eqref{eq:main} is replaced by the geometric mean of their frequencies. In a cubic lattice with one molecule per cell, the root-mean-square mode frequency equals the frequency of one molecule moving among fixed neighbours, and the geometric mean lies below it. For a Lennard-Jones face-centred cubic crystal at its static spacing the ratio is $0.91$, which lowers the pressure by about a quarter.

\subsection{Internal motion and expansion}

If the molecule has internal or rotational states with partition function $z_g$ in the vapour and $z_s$ in the crystal, these factors multiply $1/\Lambda^3$ and $q_s$, and \eqref{eq:implicit} shows that $p_0$ acquires the factor $z_g/z_s$. It equals one if the crystal leaves those states unchanged. For a molecule whose rotation is hindered in the crystal it generally differs from one and depends on temperature, so the factor $T^{-1/2}$ no longer stands alone. If a nonlinear molecule rotates freely in the vapour and only librates harmonically about three axes in the crystal, then classically $z_g\propto T^{3/2}$ and $z_s\propto T^3$. The extra factor varies as $T^{-3/2}$. It is the ratio of the orientations open in the vapour to those explored in the crystal, $8\pi^2/[\sigma(2\pi)^{3/2}\theta^3]$ for symmetry number $\sigma$ and a root-mean-square libration angle $\theta$ about each axis. At fixed angular stiffness it does not depend on the moments of inertia. For $\theta=6^\circ$ and $\sigma=4$ it is about $10^3$. The pressures in the numerical example are therefore not estimates for a real polyatomic substance. Thermal expansion also changes the temperature dependence of the pressure, because it makes $u_0$ and $\omega$ functions of temperature. The formula for the heat of sublimation can survive this. Suppose that both quantities depend on the crystal volume alone, and that this volume minimises the Helmholtz energy at negligible pressure. A small change of volume then leaves $f_s$ unchanged to first order, and \eqref{eq:heat} still holds with $u_0$ taken at the current volume.

\section*{Computed values}
\begin{verbatim}
mass m                              700000 electron masses
cage frequency omega                0.0002 a.u.
lattice energy u0                   0.030 hartree
crystal volume per molecule v       2000 bohr^3
thermal energy kT                   0.00125 hartree
temperature T                       394.7 K
force constant m omega^2            0.0280 hartree/bohr^2
rms displacement per axis           0.2113 bohr
thermal cage volume v_c             0.14856 bohr^3
kT / v_c                            8.41419e-03 a.u. of pressure
u0 / kT                             24.000 (no unit)
Boltzmann factor                    3.77513e-11 (no unit)
vapour pressure, formula            3.17647e-13 a.u. of pressure
vapour pressure, box sum            3.17647e-13 a.u. of pressure
vapour pressure, formula            9.345 Pa
warmer state: kT                    0.00150 hartree
warmer state: T                     473.7 K
warmer state: pressure              1.58319e-11 a.u. of pressure
warmer state: pressure              465.8 Pa
warming: Boltzmann gain             54.598 (no unit)
warming: square-root factor         0.9129 (no unit)
warming: total pressure ratio       49.841 (no unit)
doubled omega: pressure             2.54118e-12 a.u. of pressure
doubled omega: pressure             74.76 Pa
doubled omega: box pressure ratio   8.00000 (no unit)
exponent of omega from box          3.00000 (no unit)
exponent of T from box              -0.50000 (no unit)
double mass, same force constant:
  box pressure ratio                1.000000 (no unit)
vapour enthalpy per molecule        0.003125 hartree
crystal enthalpy per molecule       -0.026250 hartree
heat of sublimation u0 - kT/2       0.029375 hartree
heat from slope of box pressures    0.029375 hartree
p v / kT                            5.08e-07 (no unit)
volume per vapour molecule kT/p     3.935e+09 bohr^3
exaggerated v for the volume test   2.0e+08 bohr^3
  pressure ratio p/p0, box          1.0551 (no unit)
  pressure ratio p/p0, implicit law 1.0551 (no unit)
hbar omega / kT                     0.160 (no unit)
quantum factor from level sum       1.003204 (no unit)
estimate 1 + x^2/8                  1.003200 (no unit)
radius where cage energy equals u0  1.464 bohr
cage integral beyond that radius    2.13e-10 (fraction)
\end{verbatim}
